\section*{Heat removed and delivered per electron at a forward-biased Schottky contact}

\section{What to assign to the two sides of the contact}

An electrothermal calculation of a Schottky diode must decide what heat to place at the metal-semiconductor contact. Entering the electrical power as one positive source gives the correct total but the wrong distribution: under forward bias the semiconductor absorbs heat and the metal receives more than the electrical power. Per net electron transferred, the two heats are
\begin{equation}
q_s=\phi-V+2T,\qquad q_m=\phi+2T,\qquad q_m-q_s=V .
\label{eq:result}
\end{equation}
Here $q_s$ is removed from the semiconductor and $q_m$ is delivered to the metal.

Hartree atomic units are used, with temperature measured as an energy ($k_B=1$). The metal's electrochemical potential is the zero of energy, $\phi$ is the barrier top, and forward bias places the semiconductor's electrochemical potential at $V>0$. In ordinary units $V$ becomes $qV$, with $q$ the elementary charge, and $T$ becomes $k_BT$. Both sides have the same temperature, and the semiconductor is n-type.

The first two results hold for thermionic emission: electrons whose motion normal to the contact carries them over the barrier top cross, all others are turned back, the bands are parabolic, and occupations at the top are small. The bias must leave the barrier top at the interface. If the bulk band edge lies $\delta$ above the semiconductor's electrochemical potential, this means $V<\phi-\delta$. The third result needs much less, as the energy balance shows.

\section{Energy balance and the difference}

Let $J_N$ be the net number of electrons crossing from semiconductor to metal per unit area and time, and $J_E$ the total energy they carry, electrostatic energy included. The semiconductor is everything between the interface and its far contact. There an ideal lead supplies electrons at electrochemical potential $V$, and each brings in energy $V$. Let $Q_s$ be the heat that the thermal bath supplies to this region, including heat exchanged at the far contact. In steady state the stored energy is constant, so
\begin{equation}
0=Q_s+VJ_N-J_E
\quad\Longrightarrow\quad Q_s=J_E-VJ_N .
\label{eq:qs}
\end{equation}
In the metal, electrons arrive with total energy $J_E$ and leave through its lead with energy zero. If $Q_m$ is the heat given to the bath,
\begin{equation}
0=J_E-0\cdot J_N-Q_m
\quad\Longrightarrow\quad Q_m=J_E .
\label{eq:qm}
\end{equation}
The same $J_E$ appears in both lines because the crossing is elastic. Subtraction gives
\begin{equation}
Q_m-Q_s=VJ_N,\qquad
q_m-q_s=\frac{Q_m-Q_s}{J_N}=V .
\label{eq:difference}
\end{equation}
No barrier shape or transmission probability entered. Tunnelling and reflection can change each heat, but they leave the difference unchanged.

If the leads carry a Peltier heat $\Pi$ per electron, each electron brings in $V+\Pi$ and takes out $\Pi$. Both $q_s$ and $q_m$ then decrease by $\Pi$, and their difference is again $V$. The convention here is $\Pi=0$.

Entropy gives an independent route to the same heats. A state with occupation $f$ has entropy
\begin{equation}
s(f)=-f\ln f-(1-f)\ln(1-f),\qquad
\frac{ds}{df}=\ln\frac{1-f}{f}.
\end{equation}
For $f=[e^{(E-\mu)/T}+1]^{-1}$ we have $(1-f)/f=e^{(E-\mu)/T}$, hence $ds/df=(E-\mu)/T$. Removing one electron at energy $E$ lowers the reservoir entropy by $(E-\mu)/T$. To restore it, the bath must supply heat $E-\mu$. With $\mu=V$ this is the semiconductor's share, and with $\mu=0$ it is the heat the metal gives up on receiving the electron.

A numerical test used this entropy directly, with $\phi=15T$ and $V=3T$. The heats were $13.99999T$ and $16.99999T$, against $14T$ and $17T$ from Eq.~\eqref{eq:result}; the deviation in the last digit comes from the energy mesh. A transmission factor $x^2/(1+x^2)$, with $x$ the energy above the top in units of $T$, changed them to $14.46938T$ and $17.46938T$. The difference remained $3T$.

\section{Mean energy of the crossing electrons}

Consider one conduction-band valley with mass tensor $M$. At the barrier top,
\begin{equation}
\varepsilon=\tfrac12\,\mathbf k^{\mathsf T}M^{-1}\mathbf k,\qquad
\mathbf v=M^{-1}\mathbf k ,
\end{equation}
where $\varepsilon$ is the energy above the top and $\mathbf k$ is measured from the valley minimum. Let $x$ point into the metal. Electrons with $v_x>0$ come from the semiconductor and have occupation $z_s e^{-\varepsilon/T}$, where $z_s=e^{-(\phi-V)/T}$. With two spin states, their flux is
\begin{equation}
J_{s\to m}=\frac{2z_s}{(2\pi)^3}\int_{v_x>0}v_xe^{-\varepsilon/T}\,d^3k .
\end{equation}

Set $\mathbf k=M^{1/2}\mathbf u$. Then $\varepsilon=u^2/2$ and $d^3k=\sqrt{\det M}\,d^3u$. The normal velocity is
\begin{equation}
v_x=\hat{\mathbf x}^{\mathsf T}M^{-1/2}\mathbf u=a u_1,\qquad
a=\sqrt{(M^{-1})_{xx}},
\end{equation}
if the $u_1$ axis is chosen along $M^{-1/2}\hat{\mathbf x}$, whose length is $a$. The integral separates:
\begin{align}
J_{s\to m}
&=\frac{2z_s a\sqrt{\det M}}{(2\pi)^3}
\int_0^\infty u_1e^{-u_1^2/2T}du_1
\int e^{-u_\perp^2/2T}d^2u_\perp \nonumber\\
&=\frac{2z_s a\sqrt{\det M}}{8\pi^3}\,(T)(2\pi T)
=\frac{\sqrt{\det M\,(M^{-1})_{xx}}}{2\pi^2}\,T^2z_s .
\label{eq:flux}
\end{align}

For the energy distribution, write $\varepsilon_1=u_1^2/2$ and $\varepsilon_\perp=u_\perp^2/2$. Then $u_1du_1=d\varepsilon_1$, and integration over the transverse angle gives $d^2u_\perp\to2\pi d\varepsilon_\perp$. The flux is therefore uniform in $\varepsilon_1$ and $\varepsilon_\perp$ apart from the Boltzmann factor. At fixed $\varepsilon=\varepsilon_1+\varepsilon_\perp$, the variable $\varepsilon_1$ runs from $0$ to $\varepsilon$, which supplies a factor $\varepsilon$:
\begin{equation}
dJ_{s\to m}\propto \varepsilon e^{-\varepsilon/T}d\varepsilon,
\qquad
\langle\varepsilon\rangle=
\frac{\int_0^\infty\varepsilon^2e^{-\varepsilon/T}d\varepsilon}
{\int_0^\infty\varepsilon e^{-\varepsilon/T}d\varepsilon}
=\frac{2T^3}{T^2}=2T .
\label{eq:mean}
\end{equation}
One $T$ belongs to $\varepsilon_1$ and one to the two transverse degrees of freedom. The normal part exceeds its density average $T/2$ because faster electrons cross more often.

The mass tensor affects the size of the flux but not this mean, so a sum over valleys with a common barrier top also has mean $2T$. A sum over a momentum grid, for a tilted ellipsoid with principal masses $0.92$, $0.19$ and $0.19$, gave $2.0000T$. Its flux divided by Eq.~\eqref{eq:flux} was $1.0000$.

\section{Net current, both bias directions and unequal temperatures}

Electrons from the metal fill the states with $v_x<0$ at the top, with $z_m=e^{-\phi/T}$ in place of $z_s$. Their energy distribution is the same because the temperature is the same. Let $C$ be the sum over valleys of $\sqrt{\det M(M^{-1})_{xx}}/(2\pi^2)$. Then
\begin{align}
J_N&=CT^2(z_s-z_m)=CT^2e^{-\phi/T}\left(e^{V/T}-1\right),
\label{eq:current}\\
J_E&=(\phi+2T)CT^2z_s-(\phi+2T)CT^2z_m=(\phi+2T)J_N .
\label{eq:energycurrent}
\end{align}
Inserting $J_E$ into Eqs.~\eqref{eq:qs} and \eqref{eq:qm} and dividing by $J_N$ gives Eq.~\eqref{eq:result}.

As $V\to0$, both heats tend to $\phi+2T$. Heat then passes from one side to the other without a net release, which is the reversible Peltier limit. Under reverse bias $V=-|V|$ and $J_N<0$, so the heat flows reverse. For each electron moving from metal to semiconductor, the metal loses $\phi+2T$ and the semiconductor receives $\phi+|V|+2T$.

The total entropy production rate is $(Q_m-Q_s)/T=VJ_N/T$. It is non-negative because Eq.~\eqref{eq:current} gives $J_N$ the sign of $V$. Cooling of the semiconductor is therefore compatible with the second law: the metal receives the removed heat and the electrical work.

The common temperature is essential to Eq.~\eqref{eq:energycurrent}. If the sides have temperatures $T_s$ and $T_m$, and $J_{m\to s}$ is the reverse one-way flux, then
\begin{align}
J_E&=(\phi+2T_s)J_{s\to m}-(\phi+2T_m)J_{m\to s}\nonumber\\
&=(\phi+2T_s)J_N+2(T_s-T_m)J_{m\to s}.
\end{align}
The last term is heat exchange that is not proportional to the net current.

\section{Degeneracy correction}

For small $z$, the Fermi occupation above the top is $ze^{-\varepsilon/T}-z^2e^{-2\varepsilon/T}+\dots$. The two integrals needed are
\begin{align}
\int_0^\infty\varepsilon f\,d\varepsilon
&=T^2\left(z-\frac{z^2}{4}\right)+\dots,\\
\int_0^\infty\varepsilon^2f\,d\varepsilon
&=2T^3\left(z-\frac{z^2}{8}\right)+\dots .
\end{align}
Subtract the metal contribution from the semiconductor contribution and use $z_s^2-z_m^2=(z_s-z_m)(z_s+z_m)$. The common factor $z_s-z_m$ cancels:
\begin{equation}
\langle\varepsilon\rangle_{\rm net}
=2T\,\frac{1-(z_s+z_m)/8}{1-(z_s+z_m)/4}
\simeq2T+\frac{T}{4}(z_s+z_m).
\end{equation}
Both heats rise by the last term at leading order, and the difference is unaffected.

\section{Where the semiconductor heat is absorbed}

The heat $q_s$ belongs to the whole semiconductor side. Placing all of it at the interface while also modelling Peltier heat at the far contact would count part of it twice.

To separate the parts, neglect phonon drag and suppose that bulk electrons have a scattering time proportional to $\varepsilon^r$, where $\varepsilon$ is now measured from the bulk band edge. A weak field changes the occupation in proportion to $v_x\varepsilon^re^{-\varepsilon/T}$, so the particle current is weighted by $v_x^2\varepsilon^re^{-\varepsilon/T}$. In the variables $\mathbf u$, the angular average of $v_x^2$ is proportional to $\varepsilon$, and the volume element is proportional to $\varepsilon^{1/2}d\varepsilon$. The mean carried energy is
\begin{equation}
\frac{\int_0^\infty\varepsilon^{5/2+r}e^{-\varepsilon/T}d\varepsilon}
{\int_0^\infty\varepsilon^{3/2+r}e^{-\varepsilon/T}d\varepsilon}
=\left(\frac52+r\right)T ,
\end{equation}
by one integration by parts in the numerator. The momentum grid gave $2.0000T$ for $r=-1/2$ and $4.0000T$ for $r=3/2$. These are the standard model exponents for acoustic-phonon and ionized-impurity scattering.

The bulk band edge is at $V+\delta$, so each electron enters the depletion layer with energy $V+\delta+(5/2+r)T$ and leaves over the top with $\phi+2T$. The layer must absorb
\begin{equation}
q_{\rm dep}=\phi-V-\delta-\left(\frac12+r\right)T .
\label{eq:dep}
\end{equation}
The far contact absorbs
\begin{equation}
q_{\rm far}=\delta+\left(\frac52+r\right)T,
\qquad q_{\rm dep}+q_{\rm far}=\phi-V+2T .
\end{equation}
For $r=-1/2$, $q_{\rm dep}$ equals the remaining band bending: the lattice supplies the energy with which electrons climb the barrier.

A lumped model with no separate far-contact heat should use $q_s$. A model that includes $q_{\rm far}$ should place $q_{\rm dep}$ at the junction. A model that resolves the depletion layer and its energy exchange, including the change in mean carried energy from $(5/2+r)T$ to $2T$, already contains $q_{\rm dep}$ and needs no added sink. A drift-diffusion model that keeps the bulk value $(5/2+r)T$ up to the interface absorbs $\phi-V-\delta$ instead, and omits a heat release of $(1/2+r)T$ per electron.

\section{Worked example: tungsten on n-type silicon}

Take rough parameters for tungsten on (100) n-type silicon: $\phi=0.65$ eV, a bias of $0.30$ V, $300$ K and doping $10^{16}$ cm$^{-3}$. With $k_BT=0.02585$ eV,
\begin{align}
q_s&=0.65-0.30+2(0.02585)=0.402\ {\rm eV}=0.0148\ {\rm hartree},\\
q_m&=0.65+2(0.02585)=0.702\ {\rm eV}=0.0258\ {\rm hartree}.
\end{align}
Their difference is $0.300$ eV. The removed heat is $0.402/0.300=1.34$ times the electrical work. At $0.10$ V, with the other inputs fixed, $q_s$ is $0.602$ eV.

For this orientation, two valleys contribute $m_t=0.19$ each to the flux and four contribute $\sqrt{m_lm_t}$ with $m_l=0.92$. The resulting Richardson constant is $246.6$ A\,cm$^{-2}$K$^{-2}$, and
\begin{equation}
J\simeq246.6\,(300)^2e^{-0.35/0.02585}
\simeq29\ {\rm A/cm^2}.
\end{equation}
The omitted $-1$ in Eq.~\eqref{eq:current} is negligible at this bias. A current density in A/cm$^2$ times an energy in eV per electron gives W/cm$^2$. The semiconductor loses about $12$ W/cm$^2$, the metal receives about $21$ W/cm$^2$, and the electrical power is about $9$ W/cm$^2$.

The effective density of band states, $2.74\times10^{19}$ cm$^{-3}$, gives
\begin{equation}
\delta=0.02585\ln\frac{2.74\times10^{19}}{10^{16}}=0.205\ {\rm eV}.
\end{equation}
For $r=-1/2$, the depletion layer absorbs $0.65-0.30-0.205=0.145$ eV and the far contact $0.256$ eV. For $r=3/2$, the depletion share falls to $0.094$ eV. The scattering law thus changes the location of the heat while $q_s$ stays fixed. This split counts only the heat carried by electrons, which for $r=-1/2$ corresponds to a thermopower of $0.85$ mV/K. In lightly doped bulk silicon near $300$ K, phonon drag adds a few tenths of a mV/K. Each $0.1$ mV/K moves $0.03$ eV per electron from the junction side to the far contact, again at fixed $q_s$. The size of the drag in a thin layer depends on its thickness, so the two shares are model values and not predictions for a silicon diode.

\section{Neglected effects and real contacts}

For a uniform contact at $300$ K, the largest correction to the heats among those estimated here is image-force lowering. Near the interface, a field of strength $F$ and the image force give the potential energy $-Fx-1/(4\epsilon_rx)$, with $x$ now the distance into the semiconductor and $\epsilon_r$ the relative permittivity. Its maximum is at $x=1/(2\sqrt{\epsilon_rF})$, where it equals $-\sqrt{F/\epsilon_r}$. For $\epsilon_r=11.7$ and a peak field of $21$ kV/cm, the full depletion profile gives a lowering of $16$ meV. Including the electron tail at the edge of the layer reduces the field to $19$ kV/cm and the lowering to $15$ meV; the estimates below keep the full depletion values. If $0.65$ eV is the barrier before lowering, both heats fall by $16$ meV, which is $4\%$ of $q_s$, and the current rises by a factor $1.86$. If $0.65$ eV is already the actual top at this bias, no correction is due.

A semiclassical estimate of transmission near the rounded top, with normal mass $0.19$, lowers both heats by $1.1$ meV and raises the current by $2\%$. It misses the reflection of electrons in the steep image-force well and at the metal, which has a larger effect. Solving the one-dimensional wave equation for the same barrier and mass, with the well cut off $0.5$ to $2$ eV below the top, raises both heats by about $6$ to $8$ meV and multiplies the current by about $0.6$ to $0.4$. These values depend on how the metal is modelled. For the two valleys with normal mass $0.92$, which carry $19\%$ of the emitted flux, the same calculation gives about $2$ meV and a factor of $0.8$ to $0.65$. Degeneracy shifts the heats by about $10^{-8}$ eV.

Transport through the depletion layer acts in series with emission. With a mobility of $1200$ cm$^2$/Vs and the barrier taken without image-force rounding, the diffusion velocity is $2.24\times10^7$ cm/s and the emission velocity $5.05\times10^6$ cm/s. The current is multiplied by $1/(1+5.05/22.4)\simeq0.82$, and the electrochemical potential drops by about $5$ meV within the layer. The heats per electron keep their form if $V$ includes this drop and the electrons at the top keep the assumed thermal distribution. Including image-force rounding and the electron tail at the layer edge changes the factor to about $0.76$ and the drop to about $7$ meV. The estimate is rough in any case, because the diffusion velocity exceeds the mean normal velocity of the outgoing electrons, which is twice the emission velocity.

A $5\,\mu$m layer of the same doping adds $7.6$ mV at this current. Its Joule heat reduces the net heat removed from the semiconductor by $7.6$ meV per electron at fixed junction bias. Conducting the full $12$ W/cm$^2$ across that layer, with a thermal conductivity of $1.5$ W/(cm\,K), requires a temperature difference of $4$ mK. This supports the assumption of a uniform lattice temperature across the layer, but says nothing about the electron temperature, the substrate or the package. The estimated hole current is $10^{-7}$ of the electron current.

At $400$ K, with barrier and junction bias held fixed, $q_s$ rises only to $0.419$ eV, but the emission current density becomes about $1500$ A/cm$^2$. At unchanged mobility, the layer would then drop $0.40$ V. Diffusion through the depletion layer, acting in series, lowers these values to about $1000$ to $1100$ A/cm$^2$ and $0.26$ to $0.29$ V, depending on how the edge of the layer is treated, still comparable with the junction bias. The remaining band bending is then only $0.062$ eV, or $1.8\,k_BT$, so these figures are rough. A terminal bias of $0.30$ V therefore cannot be used as the junction bias; the series resistance must be solved together with Eq.~\eqref{eq:current}.

The barrier and doping chosen are of the size met in silicon Schottky rectifiers. The Richardson constant computed from the masses is high compared with a measured value of roughly $110$ A\,cm$^{-2}$K$^{-2}$ for n-type silicon. Using that value would reduce the emission current and its heat fluxes by a factor of about $2.2$, or about $2$ with diffusion through the depletion layer in series. The heats per electron would not change if the reduction is independent of energy. Real contacts also depart from a uniform barrier. If patches with a top $50$ meV lower carried nearly all the current, both heats would fall by nearly $50$ meV, while their difference would still be set by the bias. For an implementation, the barrier used for the heats should therefore be the mean barrier top weighted by the local current, at the same bias and temperature. A barrier inferred from the total current can differ from it. For independent patches with a Gaussian spread of standard deviation $50$ meV about $0.65$ eV, the current at $300$ K gives $0.602$ eV, while the heats require $0.553$ eV. These values hold for biases up to about $0.2$ V. At $0.30$ V, about a sixth of the current so computed would cross patches whose top lies below the bulk band edge, where $V<\phi-\delta$ fails and Eq.~\eqref{eq:result} does not apply. A factor of $2.2$ in the assumed Richardson constant shifts the inferred barrier by a further $21$ meV. The numerical output below lists the inputs and main results of the worked example.

\section*{Table of computed values}
\begin{verbatim}
TESTS (energies in units of T)
mean crossing energy, tilted mass tensor: 2.0000 T
flux sum / flux formula: 1.0000 
bulk carried energy, r=-1/2: 2.0000 T
bulk carried energy, r=3/2: 4.0000 T
entropy route, phi=15 V=3: removed 13.99999, delivered 16.99999 T
same, filtered transmission: removed 14.46938, delivered 17.46938 T
INPUTS (rough, W on n-Si(100))
barrier 0.65 eV, bias 0.3 V, temperature 300.0 K, doping 1e+16 cm^-3
masses 0.92, 0.19 m_e; relative permittivity 11.7
mobility 1200.0 cm2/Vs, layer 5.0 um, heat conductivity 1.5 W/(cm K)
hole diffusivity 12.0 cm2/s, intrinsic density 1e+10 cm^-3
RESULTS
thermal energy kT: 0.02585 eV
heat removed from semiconductor: 0.4017 eV per electron
heat delivered to metal: 0.7017 eV per electron
the same, removed: 0.01476 hartree
the same, delivered: 0.02579 hartree
heat removed / electrical work: 1.3390 
heat removed at 0.1 V: 0.6017 eV per electron
heat removed at 0.2 V: 0.5017 eV per electron
Richardson constant from masses: 246.6 A/(cm2 K2)
current density: 29.28 A/cm2
heat flux out of semiconductor: 11.76 W/cm2
heat flux into metal: 20.55 W/cm2
electrical power: 8.78 W/cm2
band density of states: 2.744e+19 cm^-3
bulk band edge above Fermi level: 0.2047 eV
remaining band bending = depletion heat, r=-1/2: 0.1453 eV
depletion heat, r=3/2: 0.0936 eV
heat entering with bulk current, r=-1/2: 0.2564 eV
NEGLECTED EFFECTS
depletion width: 137.1 nm
peak field: 21.2 kV/cm
image lowering of barrier: 16.04 meV
current factor from image lowering: 1.86 
tunnelling+reflection shift of both heats: -1.10 meV
current factor from tunnelling+reflection: 1.021 
degeneracy shift of both heats: 8.53e-09 eV
emission velocity: 5.05e+06 cm/s
diffusion velocity: 2.24e+07 cm/s
Fermi-level drop in depletion layer: 5.25 meV
current factor from diffusion: 0.816 
voltage drop in layer: 7.61 mV
hole current / electron current: 1.4e-07 
lattice temperature difference across layer: 3.92 mK
400 K: heat removed: 0.4189 eV per electron
400 K: current density at same junction bias: 1536 A/cm2
400 K: layer drop at unchanged mobility: 0.40 V
\end{verbatim}
